# Equilibrium width of a ruck in an inextensible adhering sheet, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The width law

### The situation and the energies in competition

A thin membrane is bonded to a stiff wafer, but slightly more membrane lies between two points than the wafer has room for. The extra length may have been trapped when the membrane was laid down, or fed in later by pushing one part of the membrane towards another. If the membrane resists compression strongly, it can store the extra length by lifting off along a strip and forming a long, straight ridge, called a ruck. The question is how wide the detached strip becomes.

Two energies compete. A narrow ruck must bend sharply to hold the given length, which costs elastic energy. A wide ruck bends gently but separates more of the membrane from the wafer, which costs adhesion energy. The equilibrium width balances the two.

Let $x$ be the coordinate across the ruck and $w(x)$ the height of the membrane above the wafer. Nothing varies along the axis of the ruck, so every energy below is an energy per unit axial length, in J/m. The quantities are:

- $\lambda$, the total width of the ruck from one contact edge to the other, measured along the wafer;
- $d$, the excess length, equal to the length of membrane in the ruck minus $\lambda$;
- $A$, the height of the crest;
- $D$, the bending rigidity, in J, such that a curvature $\kappa$ costs $D\kappa^2/2$ per unit area;
- $\Gamma$, the adhesion energy, in J/m$^2$, needed to separate unit area of bonded membrane.

The width law to be derived is

$$
\lambda=2\left(\frac{\pi^2Dd}{\Gamma}\right)^{1/3}. \tag{1}
$$

It rests on the following assumptions. The membrane is inextensible, its slopes are small, and its unstressed shape is flat. The wafer is rigid. Adhesion acts at contact and is reversible, so that closing the interface returns the energy spent in opening it. The space beneath the ruck is vented, so no pressure difference acts across the membrane, and the weight of the membrane is neglected. The excess length $d$ is held fixed while the contact edges are free to move. Part 2 examines several of these assumptions and gives their effect on a numerical example.

### The shape and its excess length

Place the crest at $x=0$ and the contact edges at $x=\pm\lambda/2$. The profile is

$$
w(x)=\frac A2\left[1+\cos\frac{2\pi x}{\lambda}\right],
\qquad |x|\le\frac{\lambda}{2}. \tag{2}
$$

At the crest the cosine is $1$ and $w=A$. At an edge it is $-1$ and $w=0$. The first two derivatives are

$$
w'=-\frac{\pi A}{\lambda}\sin\frac{2\pi x}{\lambda},
\qquad
w''=-\frac{2\pi^2A}{\lambda^2}\cos\frac{2\pi x}{\lambda}. \tag{3}
$$

The slope vanishes at both edges, as it must: a slope jump between the bonded and the detached membrane would be a sharp fold, with unbounded bending energy. The curvature may jump there, because a finite jump costs only finite energy. Part 2 shows that the cosine is the shape of least bending energy in the small-slope model, so nothing is lost by adopting it now.

A piece of membrane above the interval $dx$ has length $\sqrt{1+w'^2}\,dx$. For small slope,

$$
\sqrt{1+w'^2}-1=\frac{w'^2}{2}-\frac{w'^4}{8}+\cdots.
$$

The first term gives the excess length. The next is smaller by a factor of order $w'^2$ and is dropped. Hence

$$
d=\frac12\int_{-\lambda/2}^{\lambda/2}w'^2\,dx
=\frac12\frac{\pi^2A^2}{\lambda^2}
\int_{-\lambda/2}^{\lambda/2}\sin^2\frac{2\pi x}{\lambda}\,dx.
$$

The integral covers one full period of the sine, over which the average of its square is $1/2$. It therefore equals $\lambda/2$, and

$$
d=\frac{\pi^2A^2}{4\lambda},
\qquad
A=\frac2\pi\sqrt{\lambda d}. \tag{4}
$$

The positive root is taken because the membrane lies above the wafer. By (3), the largest slope has magnitude $\pi A/\lambda$, so

$$
|w'|_{\max}=\frac{\pi}{\lambda}\,\frac2\pi\sqrt{\lambda d}
=2\sqrt{\frac d\lambda}. \tag{5}
$$

The small-slope condition is thus $4d/\lambda\ll1$. Equation (4) also shows why a small excess length can produce a visible ridge: the height is set by the geometric mean of $\lambda$ and $d$, which is much larger than $d$ when $\lambda\gg d$.

### The bending energy at fixed excess length

For small slopes the curvature is $w''$, again with relative corrections of order $w'^2$. The bending energy is

$$
U_{\rm b}=\frac D2\int_{-\lambda/2}^{\lambda/2}w''^2\,dx
=\frac D2\,\frac{4\pi^4A^2}{\lambda^4}\,\frac\lambda2
=\frac{\pi^4DA^2}{\lambda^3}. \tag{6}
$$

The factor $\lambda/2$ is the integral of the squared cosine over its full period. Equation (4) gives $A^2=4\lambda d/\pi^2$. Substitution yields

$$
U_{\rm b}=\frac{\pi^4D}{\lambda^3}\,\frac{4\lambda d}{\pi^2}
=\frac{4\pi^2Dd}{\lambda^2}. \tag{7}
$$

This substitution must come before the minimisation. The problem holds $d$ fixed, and by (4) the height then changes whenever the width does. Form (6) has the correct value for any $A$ and $\lambda$, but differentiating it with $A$ held constant answers a different question.

That other question has its own answer. Suppose the crest is held at a prescribed height and membrane can slide in freely. If the cosine shape is kept, then to leading order in $d/\lambda$ the energy to minimise is $\pi^4DA^2/\lambda^3+\Gamma\lambda$ at fixed $A$. Its derivative vanishes when $\lambda^4=3\pi^4DA^2/\Gamma$. For fixed $d$, by contrast, equation (12) below gives $\lambda^4=2\pi^4DA^2/\Gamma$. At equal height, the two widths differ by the factor $(3/2)^{1/4}\approx1.11$. The cosine is only an approximation for the held crest, because a sliding membrane carries no compressive force. The best shape there lowers the bending coefficient from $\pi^4\approx97.4$ to $96$ and the factor to about $1.10$. An implementation therefore has to know which quantity the loading holds fixed.

### The adhesion energy

Let the whole membrane have length $L$. The part inside the ruck has length $\lambda+d$, so the bonded length is $L-\lambda-d$. Relative to a fully bonded membrane, the adhesion cost is

$$
U_{\rm a}=\Gamma(\lambda+d). \tag{8}
$$

The two terms have a simple meaning when the excess is fed in by sliding the ends. A width $\lambda$ of wafer is uncovered beneath the ruck, and a further width $d$ is uncovered where the ends have moved inward. At fixed $d$ the second term is constant. It contributes to the total energy but does not affect the width.

### Minimisation

The total energy is the sum of (7) and (8):

$$
U(\lambda)=\frac{4\pi^2Dd}{\lambda^2}+\Gamma\lambda+\Gamma d. \tag{9}
$$

Differentiation at fixed $D$, $d$ and $\Gamma$ gives

$$
\frac{dU}{d\lambda}=-\frac{8\pi^2Dd}{\lambda^3}+\Gamma. \tag{10}
$$

The minus sign expresses the fall in bending energy as the ruck widens. Setting the derivative to zero gives $\lambda^3=8\pi^2Dd/\Gamma$. Since $8^{1/3}=2$, the positive cube root is equation (1).

The second derivative is

$$
\frac{d^2U}{d\lambda^2}=\frac{24\pi^2Dd}{\lambda^4}>0. \tag{11}
$$

The energy is therefore convex for all positive widths, and its single stationary point is the global minimum within the model.

As a numerical test, the profile (2) was differentiated and integrated on a grid, and the resulting energy was minimised over $\lambda$. Three parameter sets $(D,d,\Gamma)$ were used, in arbitrary consistent units: $(1,0.01,1)$, $(3,0.02,0.4)$ and $(0.2,0.001,5)$. In each case the minimum agreed with (1) to within one part in $10^4$.

### Energy and stiffness of the equilibrium

Write $\lambda_0$ for the width given by (1). The condition $8\pi^2Dd=\Gamma\lambda_0^3$ turns the bending energy (7) into

$$
U_{\rm b}(\lambda_0)=\frac{1}{\lambda_0^2}\,\frac{\Gamma\lambda_0^3}{2}
=\frac12\Gamma\lambda_0.
$$

The bending energy is half the width-dependent adhesion energy. The ratio follows from the power of $\lambda$ alone: if the bending energy varies as $\lambda^{-n}$, a vanishing derivative of the total energy gives $U_{\rm b}=\Gamma\lambda/n$. It therefore shows whether an implementation has held the right quantity fixed, since holding $A$ fixed gives $n=3$ and a ratio of one third. It does not reveal a wrong numerical factor in (7), which changes the width but not the ratio.

With $r=\lambda/\lambda_0$, the energy becomes

$$
\frac{U-\Gamma d}{\Gamma\lambda_0}=r+\frac{1}{2r^2}.
$$

At $r=1$ its value is $3/2$ and its second derivative is $3$. For a small relative change $\delta=r-1$, the energy rises by $3\delta^2/2$ in these units, which is a fraction $\delta^2$ of the minimum value. A width error of 10% thus costs about 1% of the ruck energy. Irreversible adhesion can hold a ruck away from the minimum, as the next section shows.

### Irreversible adhesion

The energy released by bending when the ruck widens by unit length, at fixed $d$, is

$$
G(\lambda)=-\frac{dU_{\rm b}}{d\lambda}=\frac{8\pi^2Dd}{\lambda^3}.
$$

In the reversible model the equilibrium is $G=\Gamma$. Suppose instead that opening the interface requires $\Gamma_{\rm open}$, while closing it returns a smaller energy $\Gamma_{\rm close}$. The ruck widens if $G>\Gamma_{\rm open}$ and narrows if $G<\Gamma_{\rm close}$. It rests anywhere between these limits:

$$
2\left(\frac{\pi^2Dd}{\Gamma_{\rm open}}\right)^{1/3}
\le\lambda\le
2\left(\frac{\pi^2Dd}{\Gamma_{\rm close}}\right)^{1/3}.
$$

A ruck that has just stopped widening sits at the lower limit, and one that has just stopped narrowing sits at the upper limit. In this case the history matters, and a single value of $\Gamma$ does not determine the width.

### Scaling and inverse use

At fixed values of the other parameters, the width grows as $D^{1/3}$ and $d^{1/3}$ and falls as $\Gamma^{-1/3}$. A uniform elastic plate of thickness $h$ has $D=\bar E h^3/12$, where $\bar E$ is the plane-strain modulus defined in Part 2. The width is then proportional to $h$ at fixed $\bar E$, $d$ and $\Gamma$. From (4), the height grows as $\sqrt{\lambda d}\propto d^{2/3}$, which is faster than the width. Feeding in more length therefore makes the ruck steeper.

The minimum energy apart from $\Gamma d$ is $3\Gamma\lambda_0/2$, which varies as $d^{1/3}$. Let two distant rucks hold $d_1$ and $d_2$. Because

$$
\left(d_1^{1/3}+d_2^{1/3}\right)^3>d_1+d_2,
$$

a single ruck holding $d_1+d_2$ has lower energy than the pair. The terms $\Gamma d$ add to the same total in both cases. This comparison assumes that membrane can slide between the rucks without friction. A strongly pinned membrane can keep both.

Equation (1) can also be used to infer adhesion from a measured shape. Inserting $d=\pi^2A^2/(4\lambda)$ in $\Gamma=8\pi^2Dd/\lambda^3$ gives

$$
\Gamma=\frac{2\pi^4DA^2}{\lambda^4}. \tag{12}
$$

A small relative error in the width enters $\Gamma$ four times over, and one in the height enters twice. Equation (12) also carries the small-slope error: applied to the finite-slope shape, it overestimates $\Gamma$ by about 3% in the example of Part 2, where $4d/\lambda\approx0.04$, and by about 15% when $4d/\lambda_0\approx0.19$. If the adhesion is irreversible, the right-hand side gives $G$ for the resting ruck, which lies between the closing and opening energies.

Finally, the small-slope condition can be stated in terms of the inputs. Dividing $d$ by $\lambda_0$ gives

$$
\frac d{\lambda_0}=\left(\frac{\Gamma d^2}{8\pi^2D}\right)^{1/3}.
$$

The condition $4d/\lambda\ll1$ therefore requires $d\ll\sqrt{\pi^2D/(8\Gamma)}$, which is one eighth of $\sqrt{8\pi^2D/\Gamma}$. Because $d/\lambda_0$ varies only as $d^{2/3}$, the error falls slowly: the finite-slope width of Part 2 lies about 19% below (1) when $d$ is one tenth of $\sqrt{8\pi^2D/\Gamma}$, and about 4% below when it is one hundredth. At the other extreme, if the bonded membrane is pinned and $d$ is very small, the compression of the detached part can no longer be neglected beside $d$. For a pinned membrane the law thus applies in a window of excess length, whose lower end is found in Part 2.

## Part 2. Justification, corrections and a silicon example

Minimising the bending and adhesion energies at fixed excess length has given the width law (1), along with its scaling and the range of resting widths when adhesion is irreversible. It remains to show that the cosine is the shape of least bending energy, to examine the effects the model neglects, and to apply the law to a silicon membrane.
